# 1s hyperfine splitting in hydrogen-like ²⁰⁹Bi with extended nuclear charge

**The 1s hyperfine splitting of hydrogen-like ²⁰⁹Bi**

For one 1s electron bound to a ²⁰⁹Bi nucleus, the splitting between the levels \(F=5\) (upper) and \(F=4\) is

\[
\Delta E=E_F\,A\,(1-\delta),\qquad E_F=\frac43\,\alpha(\alpha Z)^3\,\frac{\mu}{\mu_N}\,\frac{m}{m_p}\,\frac{2I+1}{2I}\,mc^2,\qquad A=\frac{1}{\gamma(2\gamma-1)},
\]

with \(\gamma=\sqrt{1-(\alpha Z)^2}\). The values are \(E_F=2.7475\) eV, \(A=2.1250\) and \(\delta=0.111\), so \(\Delta E=5.19\) eV, an ultraviolet line at 239 nm. The Dirac factor and the finite nuclear charge place the line near 5 eV, about 2% in energy above the chosen target of 244 nm used below; two crude models of a spread nuclear magnetization lower \(\Delta E\) by an amount of that size, and QED corrections are not computed.

## Problem

Compute \(\Delta E\) with the Dirac factor and the finite nuclear charge, and compare it with a target wavelength of 244 nm. Units are Gaussian, the electron charge is \(-e\), \(\alpha=e^2/\hbar c\), \(\mu_N=e\hbar/2m_pc\), and \(a\equiv\alpha Z\). The chosen inputs, roughly those of ²⁰⁹Bi, are \(Z=83\), \(I=9/2\), \(\mu=4.11\,\mu_N\) and an rms charge radius \(r_{\rm rms}=5.52\) fm. The nucleus is infinitely heavy and \(\mu\) is kept to first order. The quadrupole moment drops out in first order, because a rank-2 operator has no matrix elements within a \(j=\tfrac12\) doublet.

## A tempting solution

Steps 1 to 4 are correct and are used again below. The error is in step 5.

**1. Operator.** The Dirac Hamiltonian is \(c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V\), where each \(\boldsymbol\alpha\) matrix has \(\boldsymbol\sigma\) in its off-diagonal blocks. For charge \(-e\) the coupling is \(\mathbf p\to\mathbf p+e\mathbf A/c\), and a point dipole has \(\mathbf A=\boldsymbol\mu\times\mathbf r/r^3\). With \(\mathbf n=\mathbf r/r\),

\[
H_{\rm hf}=e\,\boldsymbol\alpha\cdot(\boldsymbol\mu\times\mathbf n)/r^2 .
\]

**2. States.** Take

\[
\psi_m=\frac{1}{\sqrt{4\pi}\,r}\begin{pmatrix}P\,\chi_m\\ -iQ\,\boldsymbol\sigma\cdot\mathbf n\,\chi_m\end{pmatrix},\qquad \int_0^\infty(P^2+Q^2)\,dr=1,
\]

where \(\chi_m\) is a constant two-spinor and \((\boldsymbol\sigma\cdot\mathbf n)^2=1\) was used in the norm. Since \(\boldsymbol\sigma\cdot\mathbf n\) is a rotational scalar, both halves have \(j=\tfrac12\) and projection \(m\). Put \(g=P/r\), \(f=Q/r\). The lower row of the Dirac equation is \(c\,\boldsymbol\sigma\cdot\mathbf p\,(g\chi)=(E-V+mc^2)(-if\,\boldsymbol\sigma\cdot\mathbf n\chi)\), and its left side is \(-i\hbar c\,g'\,\boldsymbol\sigma\cdot\mathbf n\chi\). The upper row needs \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\):

\[
\boldsymbol\sigma\cdot\mathbf p\,(-if\,\boldsymbol\sigma\cdot\mathbf n)=-\hbar\left[\nabla\cdot(f\mathbf n)+i\boldsymbol\sigma\cdot\nabla\times(f\mathbf n)\right]=-\hbar\,(f'+2f/r),
\]

because a radial field has no curl; \(c\) times this equals \((E-V-mc^2)g\). With \(g'=(P'-P/r)/r\) and \(f'+2f/r=(Q'+Q/r)/r\),

\[
\hbar c\,(P'-P/r)=(E-V+mc^2)\,Q,\qquad \hbar c\,(Q'+Q/r)=-(E-V-mc^2)\,P. \tag{1}
\]

**3. Reduction to one radial integral.** Let \(\mathbf t=\boldsymbol\mu\times\mathbf n\). The matrix \(\boldsymbol\alpha\) joins upper to lower components, and the adjoint of the lower spinor carries \(+iQ\), so

\[
\psi_{m'}^\dagger\,\boldsymbol\alpha\cdot\mathbf t\,\psi_m=\frac{PQ}{4\pi r^2}\,\chi_{m'}^\dagger\,(-i)[\boldsymbol\sigma\cdot\mathbf t,\boldsymbol\sigma\cdot\mathbf n]\,\chi_m .
\]

The same Pauli identity gives \([\boldsymbol\sigma\cdot\mathbf t,\boldsymbol\sigma\cdot\mathbf n]=2i\,\boldsymbol\sigma\cdot(\mathbf t\times\mathbf n)\), and \((\boldsymbol\mu\times\mathbf n)\times\mathbf n=\mathbf n(\boldsymbol\mu\cdot\mathbf n)-\boldsymbol\mu\). The angular mean of \(n_in_j\) is \(\delta_{ij}/3\), so the mean of \(2\boldsymbol\sigma\cdot(\mathbf t\times\mathbf n)\) is \(2(\tfrac13-1)\,\boldsymbol\sigma\cdot\boldsymbol\mu\). Within the doublet,

\[
H_{\rm eff}=-\tfrac43\,e\,J\,\boldsymbol\sigma\cdot\boldsymbol\mu,\qquad J=\int_0^\infty \frac{PQ}{r^2}\,dr,
\]

where \(\boldsymbol\sigma=2\mathbf j\) now acts on the label \(m\). Within the nuclear multiplet every vector operator is proportional to \(\mathbf I\), and \(\mu\) is defined as the value of \(\mu_z\) at \(M_I=I\), so \(\boldsymbol\mu=\mu\,\mathbf I/I\). Squaring \(\mathbf F=\mathbf I+\boldsymbol\sigma/2\) gives \(\boldsymbol\sigma\cdot\mathbf I=F(F+1)-I(I+1)-\tfrac34\), which is \(I\) for \(F=I+\tfrac12\) and \(-(I+1)\) for \(F=I-\tfrac12\). Step 4 shows \(J<0\), so for \(\mu>0\) the levels in units of \(e\mu|J|\) are \(+1.333333\) (\(F=5\)) and \(-1.629630\) (\(F=4\)), and

\[
\Delta E=\frac43\,\frac{2I+1}{I}\,e\mu|J|=2.962963\;e\mu|J|. \tag{2}
\]

Numerical angular quadrature of the four-component matrix elements and diagonalization of the \(20\times20\) matrix give the same two levels, with multiplicities 11 and 9.

**4. Point charge.** Set \(V=-Ze^2/r\), \(\mathcal E=E/mc^2\), and try \(P\propto r^\gamma e^{-\lambda r}\), \(Q=-kP\). The \(1/r\) terms of (1) give \(\gamma-1=-ak\) and \(k(\gamma+1)=a\); eliminating \(k\) gives \(1-\gamma^2=a^2\) and \(k=a/(1+\gamma)=\sqrt{(1-\gamma)/(1+\gamma)}\). The constant terms give \(\lambda=(1+\mathcal E)k\,mc/\hbar\) and \(k\lambda=(1-\mathcal E)\,mc/\hbar\); their ratio is \(k^2=(1-\mathcal E)/(1+\mathcal E)\), so \(\mathcal E=\gamma\) and \(\lambda=a\,mc/\hbar\). Write \(P=N\sqrt{1+\gamma}\,r^\gamma e^{-\lambda r}\) and \(Q=-N\sqrt{1-\gamma}\,r^\gamma e^{-\lambda r}\). Then \(P^2+Q^2=2N^2r^{2\gamma}e^{-2\lambda r}\) and \(PQ=-aN^2r^{2\gamma}e^{-2\lambda r}\). The norm is \(2N^2\Gamma(2\gamma+1)/(2\lambda)^{2\gamma+1}=1\), and

\[
J_0=-aN^2\frac{\Gamma(2\gamma-1)}{(2\lambda)^{2\gamma-1}}=-\frac{a\,(2\lambda)^2}{2\cdot2\gamma(2\gamma-1)}=-a\lambda^2A,
\]

using \(\Gamma(2\gamma+1)=2\gamma(2\gamma-1)\Gamma(2\gamma-1)\). In (2), \(e\mu_N(mc/\hbar)^2=e^2m^2c/(2m_p\hbar)=\tfrac12\alpha\,(m/m_p)\,mc^2\), which turns \(\Delta E\) into \(E_FA\).

For \(a\to0\), \(A\to1\). The Fermi contact term \(\frac{8\pi}{3}\frac{e\hbar}{mc}\,\boldsymbol\mu\cdot\mathbf s\,|\psi(0)|^2\) with \(|\psi(0)|^2=\lambda^3/\pi\) and a gap \(I+\tfrac12\) in \(\mathbf s\cdot\mathbf I\) gives \(\frac43\frac{2I+1}{I}\,e\mu\,\frac{\hbar}{mc}\lambda^3\), which is (2) with \(|J|=a\lambda^2\). For hydrogen (\(\mu=2.79285\,\mu_N\), \(I=\tfrac12\)) \(E_F\) corresponds to 21.09 cm, the familiar line of roughly 21 cm.

For bismuth \(a=0.605680\), \(\gamma=0.795708\), \(2\gamma-1=0.591416\), \(A=2.124971\), and

\[
E_F=\frac43\cdot\frac{0.222193}{137.035999}\cdot4.11\cdot5.446170\times10^{-4}\cdot1.111111\cdot510998.95\ \text{eV}=2.74755\ \text{eV}.
\]

Thus \(E_FA=5.8385\) eV, and with \(hc=1239.8420\) eV nm the wavelength is 212.36 nm.

**5. Finite size.** The nuclear radius, about 7.13 fm, is tiny beside \(1/\lambda=637.56\) fm. The electron is inside the nucleus with probability \(1.1\times10^{-5}\), and the finite charge shifts the 104.393 keV binding by only 74.66 eV. The wave function is therefore hardly changed, \(\delta\) is below a part in a thousand, and the answer is 5.84 eV at 212 nm.

## The fault

The probability and the energy shift in step 5 are right, but they measure other integrals. The norm has the integrand \(r^{2\gamma}\), which vanishes at the origin; \(J_0\) has \(r^{2\gamma-2}\), which diverges there because \(\gamma<1\). With \(\rho=2\lambda r\), the share of \(J_0\) from \(r<R\) is a regularized incomplete gamma function,

\[
\frac{1}{\Gamma(2\gamma-1)}\int_0^{2\lambda R}\rho^{2\gamma-2}e^{-\rho}\,d\rho\approx\frac{(2\lambda R)^{2\gamma-1}}{\Gamma(2\gamma)},
\]

where \(e^{-\rho}\approx1\) and \((2\gamma-1)\Gamma(2\gamma-1)=\Gamma(2\gamma)\) were used. For \(2\lambda R=0.022355\) the power is \(0.10563\) and the exact share is \(0.11737\). Nearly 12% of the point-charge splitting comes from inside the nucleus, where the point-charge potential is wrong; the functions are altered outside as well, as the matching below shows. The probability scales as \(R^{2\gamma+1}\), two powers of the small number \(2\lambda R\) higher. The same singularity makes \(A\) diverge at \(\gamma=\tfrac12\), that is \(\alpha Z=\sqrt3/2\), where the point model no longer gives a finite splitting.

## The right solution

**Inside.** A uniform sphere has \(\langle r^2\rangle=3R^2/5\), so \(R=\sqrt{5/3}\,r_{\rm rms}=7.1263\) fm. The field inside is \(Zer/R^3\); integrating inward from \(V(R)=-Ze^2/R\) gives \(V=-(Ze^2/2R)(3-x^2)\), \(x=r/R\). Multiply (1) by \(R/\hbar c\) and set \(b=Rmc/\hbar=7.1263/386.1593=0.0184543\):

\[
\frac{dP}{dx}-\frac Px=\Big[b(\mathcal E+1)+\frac{3a}{2}-\frac a2x^2\Big]Q,\qquad \frac{dQ}{dx}+\frac Qx=-\Big[b(\mathcal E-1)+\frac{3a}{2}-\frac a2x^2\Big]P .
\]

Insert \(P=\sum p_kx^k\), \(Q=\sum q_kx^k\) and compare the coefficients of \(x^{k-1}\):

\[
(k-1)p_k=\big[b(\mathcal E+1)+\tfrac{3a}2\big]q_{k-1}-\tfrac a2\,q_{k-3},\qquad (k+1)q_k=-\big[b(\mathcal E-1)+\tfrac{3a}2\big]p_{k-1}+\tfrac a2\,p_{k-3}.
\]

At \(k=0\) these force \(p_0=q_0=0\); at \(k=1\), \(q_1=0\) while \(p_1\) is free and is set to 1. So \(P\) is odd, \(Q\) is even, and \(PQ/r^2\propto r\): the singularity is gone.

**Outside.** The energy is no longer \(\gamma mc^2\), so the decaying Coulomb solution is needed for general \(\mathcal E\). Define \(s=\sqrt{1-\mathcal E^2}\), \(\rho=2s\,r\,mc/\hbar\), \(\nu=a\mathcal E/s\), \(\eta=a/s\), and

\[
P=\sqrt{1+\mathcal E}\,e^{-\rho/2}(u+v),\qquad Q=\sqrt{1-\mathcal E}\,e^{-\rho/2}(u-v).
\]

Divide the first equation of (1) by \(2s\,mc^2\sqrt{1+\mathcal E}\,e^{-\rho/2}\) and the second by \(2s\,mc^2\sqrt{1-\mathcal E}\,e^{-\rho/2}\). The identities \(\sqrt{(1-\mathcal E)/(1+\mathcal E)}=(1-\mathcal E)/s=s/(1+\mathcal E)\) make both constant coefficients on the right equal to \(\tfrac12\) and the Coulomb coefficients equal to \(\eta-\nu\) and \(-(\eta+\nu)\). With primes for \(d/d\rho\),

\[
(u+v)'-\frac{u+v}{2}-\frac{u+v}{\rho}=\frac{u-v}{2}+\frac{\eta-\nu}{\rho}(u-v),
\]
\[
(u-v)'-\frac{u-v}{2}+\frac{u-v}{\rho}=\frac{u+v}{2}-\frac{\eta+\nu}{\rho}(u+v).
\]

The sum is \(2u'-2u-2v/\rho=-2(\nu u+\eta v)/\rho\), and the difference is \(2v'-2u/\rho=2(\eta u+\nu v)/\rho\). With \(D=\rho\,d/d\rho\),

\[
(D-\rho+\nu)\,u=(1-\eta)\,v,\qquad (D-\nu)\,v=(1+\eta)\,u .
\]

Apply \(D-\rho+\nu\) to the second: \(D^2v-\rho Dv+\nu\rho v-\nu^2v=(1-\eta^2)v\). Since \(\eta^2-\nu^2=a^2\), the constant terms combine to \(-\gamma^2v\). Substituting \(v=\rho^\gamma w\) replaces \(D\) by \(D+\gamma\), giving \(D^2w+2\gamma Dw-\rho Dw-(\gamma-\nu)\rho w=0\). With \(D^2w=\rho^2w''+\rho w'\) and division by \(\rho\),

\[
\rho w''+(2\gamma+1-\rho)\,w'-(\gamma-\nu)\,w=0 .
\]

This is Kummer's equation. At large \(\rho\) its solutions behave as \(e^{\rho}\) times a power, which overwhelms \(e^{-\rho/2}\), or as \(\rho^{-(\gamma-\nu)}\). The second is \(w=U(\gamma-\nu,2\gamma+1,\rho)\), normalized to that power. Differentiating the equation shows that \(w'\) obeys it with both parameters raised by one, and \(w'\to-(\gamma-\nu)\rho^{-(\gamma-\nu)-1}\), so \(w'=-(\gamma-\nu)\,U_+\) with \(U_+=U(\gamma-\nu+1,2\gamma+2,\rho)\). Then

\[
u=\frac{(D-\nu)v}{1+\eta}=\rho^\gamma\,\frac{(\gamma-\nu)\,(w-\rho U_+)}{1+\eta}.
\]

For \(\mathcal E=\gamma\) one has \(s=a\), \(\nu=\gamma\), \(w=1\), \(u=0\), which is step 4.

**Matching.** \(V\) is finite at \(R\), so (1) makes \(P\) and \(Q\) continuous, and equality of \(Q/P\) selects the bound s levels. A numerical search for the lowest root, the 1s level, gives \(\mathcal E=0.795854223\), a shift of 74.66 eV. At this root \(p_3,p_5,p_7=-0.141995,\ 0.043140,\ -0.006193\) and \(q_2,q_4,q_6=-0.301584,\ 0.086262,\ -0.011719\); the full sums are \(P(R)=0.895562\) and \(Q(R)=-0.225174\), so \(Q/P=-0.251433\). Outside, \(s=0.6054883\), \(\eta=1.0003171\), \(\gamma-\nu=-3.98441\times10^{-4}\), \(\rho(R)=0.022348\), \(w=0.840359\) and \(U_+=27533.2\), so

\[
\frac{u}{\rho^\gamma}=\frac{-3.98441\times10^{-4}\,(0.8404-615.31)}{2.0003171}=0.1224,\qquad \frac QP=\frac{0.6054883}{1.7958542}\cdot\frac{0.1224-0.8404}{0.1224+0.8404}=-0.2514 .
\]

The point value is \(-0.337293\). A change of \(4\times10^{-4}\) in \(\gamma-\nu\) alters \(Q/P\) at the surface by a quarter, because \(U\) contains the second small-\(\rho\) solution \(\rho^{-2\gamma}\). For small \(R\) the terms with \(b\) drop out of the interior equations, so \(Q/P\) at the surface tends to a constant that differs from the point value. The admixture therefore keeps a nearly fixed ratio to the regular solution at \(R\), and its amplitude scales as \(R^{2\gamma}\); its cross term with the regular solution adds \(R^{2\gamma}\int_R r^{-2}dr\propto R^{2\gamma-1}\) to \(J\), and its square adds \(R^{4\gamma}\int_R r^{-2\gamma-2}dr\propto R^{2\gamma-1}\); both have the same power as the interior share.

**Integrals.** Scale the series by \(C\) so that \(P\) is continuous, and let \(\mathcal N\) be the total \(\int(P^2+Q^2)dr\). Term by term,

\[
J_n\equiv\int_0^R x^n\,\frac{PQ}{r^2}\,dr=\frac{C^2}{\mathcal N R}\sum_{k,l}\frac{p_kq_l}{k+l-1+n},\qquad J_{\rm in}=J_{n=0}.
\]

The exterior integrals were done by Gauss–Legendre quadrature in \(\ln r\). In units of \((mc/\hbar)^2\), \(J=J_{\rm in}+J_{\rm out}=-0.013683-0.405842=-0.419525\). Direct numerical integration of (1) by shooting gives the same \(\mathcal E\) and \(J\) to all digits shown, and reproduces \(A=2.124971\) for the point charge. With \(J_0=-0.472154\),

\[
\delta=1-\frac{0.419525}{0.472154}=0.1115,\qquad \Delta E=2.74755\ \text{eV}\times1.88811=5.1877\ \text{eV},
\]

where \(\delta=0.11146\) before rounding and \(A(1-\delta)=1.88811\). The wavelength is \(1239.8420/5.1877=239.00\) nm (1254.4 THz). The finite charge removes 0.6508 eV. Equation (2) in cgs units, with \(J=-2.81336\times10^{20}\ \text{cm}^{-2}\), reads

\[
2.962963\cdot4.803205\times10^{-10}\cdot4.11\cdot5.050784\times10^{-24}\cdot2.81336\times10^{20}=8.3116\times10^{-12}\ \text{erg},
\]

which is 5.1877 eV at \(1.602177\times10^{-12}\) erg per eV.

Deleting the interior share would give \(\delta=0.117\). That lies close to 0.111 only by partial cancellation: the true interior keeps 0.0137 in \(|J|\), while the exterior falls from \((1-0.11737)\times0.472154=0.4167\) to 0.4058.

**Sensitivity.** A Fermi density \(\propto1/[1+e^{(r-c_F)/0.523\,\text{fm}}]\) with chosen diffuseness and \(c_F=6.6697\) fm, fixed by the same rms radius, was treated by shooting; it gives \(\delta=0.11092\), 5.1909 eV and 238.85 nm. Changing \(R\) by \(\pm1\%\) gives \(\delta=0.11213\) and \(0.11079\), a logarithmic slope of 0.600 against the leading exponent 0.591; terms of higher order in \(2\lambda R\) make up the difference. The larger radius gives 239.18 nm. Terms of second order in \(\mu\) were not computed. The moment enters linearly, and \(\mu=4.09\,\mu_N\) gives 5.1624 eV, 240.17 nm.

## The distance to 244 nm

The target is \(1239.8420/244=5.0813\) eV, which is 0.1064 eV or 2.05% below the result. The changes of the charge model computed above move the line by 0.15 nm (Fermi density) and 0.18 nm (1% in radius), against a gap of 5 nm. The dipole, however, was still treated as a point. For the two spread moments below, \(\mathbf A=\phi(x)\,\boldsymbol\mu\times\mathbf r/r^3\) with \(\phi=1\) outside. Step 3 is unchanged because \(\phi\) is radial, so \(\Delta E\) gains a factor \(1-\epsilon_M\), with \(\epsilon_M=J^{-1}\int_0^R(1-\phi)\,PQ\,r^{-2}dr\). This is the Bohr–Weisskopf effect.

For a uniformly magnetized ball, summing dipoles gives \(\mathbf A=\mathbf M\times\int(\mathbf r-\mathbf r')\,|\mathbf r-\mathbf r'|^{-3}d^3r'\). The integral is the electric field of a ball of unit charge density, \(4\pi\mathbf r/3\) inside by Gauss's law. With \(\boldsymbol\mu=4\pi R^3\mathbf M/3\), \(\mathbf A=\boldsymbol\mu\times\mathbf r/R^3\), so \(\phi=x^3\).

For a rigidly rotating charged ball, a shell at \(x'\) carries a surface current \(\propto\sin\theta\), the same pattern as the equivalent current \(c\,\mathbf M\times\mathbf n\) of a magnetized ball of that radius, so it contributes \(\phi=1\) for \(x>x'\) and \((x/x')^3\) for \(x<x'\). Its moment goes as charge times radius squared, \(d\mu=5\mu\,x'^4dx'\). Hence \(\phi=x^5+5x^3\int_x^1x'dx'=\tfrac52x^3-\tfrac32x^5\).

With \(J_3=-0.005007\) and \(J_5=-0.003484\),

\[
\epsilon_M^{\rm ball}=\frac{0.013683-0.005007}{0.419525}=0.0207,\qquad \epsilon_M^{\rm rot}=\frac{0.013683-\tfrac52(0.005007)+\tfrac32(0.003484)}{0.419525}=0.0152 .
\]

The rotating ball gives 5.1086 eV (242.69 nm) and the magnetized ball 5.0804 eV (244.04 nm). The second value lands on the target, and this is a coincidence. Two equally crude models differ by more than a nanometre, and the change of \(\mu\) from 4.11 to 4.09 moves the line by about as much. In the simplest shell picture the moment of ²⁰⁹Bi comes from the spin and orbit of one proton outside a closed core, which neither model describes. Radiative corrections, of relative order \(\alpha\) times a function of \(\alpha Z\), have not been computed; since \(\alpha\) itself is 0.7%, they cannot be assumed negligible against 2%. What the two models show is limited: in both, spreading the magnetization lowers \(\Delta E\) by an amount of the same size as the gap between 239 and 244 nm.

## Computed results

```
inputs: Z = 83, I = 4.5, mu = 4.11 mu_N, r_rms = 5.52 fm, Fermi diffuseness = 0.523 fm
1/alpha = 137.035999, m/m_p = 5.446170e-04, mc^2 = 510998.95 eV
hbar/mc = 386.1593 fm, hc = 1239.8420 eV nm
e = 4.803205e-10 esu, mu_N = 5.050784e-24 erg/G, 1 eV = 1.602177e-12 erg
alpha Z = 0.605680, (alpha Z)^3 = 0.222193, gamma = 0.795708, 2gamma-1 = 0.591416
A = 2.124971; shooting J/(-(alpha Z)^3) = 2.124971
1/lambda = 637.56 fm; point binding energy = 104.393 keV
levels in e mu |J|: F=4 -1.629630, F=5 1.333333, gap 2.962963
(2I+1)/(2I) = 1.111111
J0 = -0.472154 (mc/hbar)^2 = -3.16629e+20 cm^-2
R = 7.1263 fm, b = R mc/hbar = 0.0184543, 2 lambda R = 0.022355
(2 lambda R)^(2gamma-1) = 0.10563, share of J0 inside R = 0.11737
sphere: E/mc^2 = 0.795854223 (shooting 0.795854223), shift = 74.66 eV
s = 0.6054883, nu = 0.7961066, eta = 1.0003171, gamma-nu = -3.98441e-04, rho(R) = 0.022348
U(gamma-nu,2gamma+1,rho(R)) = 0.840359
U(gamma-nu+1,2gamma+2,rho(R)) = 27533.201
p3, p5, p7 = -0.141995, 0.043140, -0.006193
q2, q4, q6 = -0.301584, 0.086262, -0.011719
P(R), Q(R) series = 0.895562, -0.225174; Q/P = -0.251433
point Q/P = -0.337293; probability inside R = 1.136e-05
J_in = -0.013683, J_out = -0.405842, J = -0.419525 (shooting -0.419525) (mc/hbar)^2
J = -2.81336e+20 cm^-2, Delta E = 8.31157e-12 erg
delta (sphere) = 0.11146; A(1-delta) = 1.88811
Fermi: c = 6.6697 fm, shift = 74.51 eV, delta = 0.11092
d ln delta / d ln R = 0.6004; delta at R*1.01, R*0.99 = 0.11213, 0.11079
J3 = -0.005007, J5 = -0.003484 (mc/hbar)^2
eps_M ball = 0.02068, eps_M rotating = 0.01523
Fermi contact E_F: 2.7475 eV, 451.25 nm
point Dirac: 5.8385 eV, 212.36 nm
sphere charge: 5.1877 eV, 239.00 nm
Fermi charge: 5.1909 eV, 238.85 nm
sphere, r_rms +1%: 5.1838 eV, 239.18 nm
sphere, mu = 4.09 mu_N: 5.1624 eV, 240.17 nm
sphere + rotating ball: 5.1086 eV, 242.69 nm
sphere + magnetized ball: 5.0804 eV, 244.04 nm
finite-charge change = -0.6508 eV; frequency = 1254.4 THz
target 244 nm = 5.0813 eV; gap = 0.1064 eV = 2.05 %
Delta E / binding energy = 4.97e-05
hydrogen: mu_p = 2.79285 mu_N, E_F wavelength = 21.09 cm
```
